\section*{Onset of self-trapping in an adiabatic two-site model}

Consider one carrier, an electron or a hole, that can sit on either of two equivalent sites with orthonormal states $|1\rangle$ and $|2\rangle$. All energies are energies of the carrier, so for a hole a lower value means a more stable hole. Let $n_1=|1\rangle\langle1|$ and $n_2=|2\rangle\langle2|$ be the site occupations, with $n_1+n_2=1$. A single lattice coordinate $q$ describes the distortion that makes the sites different: it shifts the energy of site 1 by $+gq$ and that of site 2 by $-gq$. The Hamiltonian at fixed $q$ is
\begin{equation}
H(q)=-t\big(|1\rangle\langle2|+|2\rangle\langle1|\big)+gq\,(n_1-n_2)+\tfrac12Kq^2 .
\label{eq:H}
\end{equation}
Here $t$ is the hopping energy, $K$ the stiffness and $g$ the antisymmetric coupling. With $q$ in Å, $g$ is in eV/Å and $K$ in eV/Å$^2$, so that $g^2/K$ is an energy. We take $t,g,K>0$. For $t$ and $g$ this is no restriction: replacing $|2\rangle$ by $-|2\rangle$ reverses the sign of $t$, and replacing $q$ by $-q$ reverses that of $g$. A positive $K$ is needed for a stable lattice.

The model is adiabatic in the following sense. The coordinate $q$ is a classical number, its kinetic energy is left out, and the carrier occupies the lowest electronic level at each $q$. Self-trapping then means that the energy is lowest at a nonzero $q$, where the carrier favours one site and the lattice is distorted around it. The claim is that this happens if and only if $g^2/K>t$.

In the basis $(|1\rangle,|2\rangle)$ the electronic part of $H$ is the matrix
\begin{equation}
\begin{pmatrix} gq & -t\\ -t & -gq\end{pmatrix}.
\end{equation}
Its trace is zero, so its eigenvalues are $\pm\varepsilon$. Its determinant is $-g^2q^2-t^2$, which must equal $-\varepsilon^2$. Hence $\varepsilon=\sqrt{t^2+g^2q^2}$, and the lower adiabatic energy is
\begin{equation}
E(q)=\tfrac12Kq^2-\sqrt{t^2+g^2q^2}.
\label{eq:E}
\end{equation}
The first term is the elastic cost of the distortion. The second is the carrier's energy, which falls as the distortion grows. At $q=0$ the carrier is shared equally and $E(0)=-t$.

For small $q$ write the root as $t\sqrt{1+x}$ with $x=g^2q^2/t^2$, and use $\sqrt{1+x}=1+x/2-x^2/8+\dots$:
\begin{equation}
E(q)=-t+\frac12\Big(K-\frac{g^2}{t}\Big)q^2+\frac{g^4}{8t^3}q^4+\dots
\label{eq:expansion}
\end{equation}
The carrier therefore reduces the stiffness from $K$ to $K-g^2/t$. The reduction can be understood by perturbation theory. The undistorted eigenstates are $(|1\rangle\pm|2\rangle)/\sqrt2$, with energies $\mp t$. The operator $n_1-n_2$ turns one into the other, so the distortion couples them with matrix element $gq$ across a gap $2t$. The second-order energy is $-(gq)^2/(2t)$, which is the carrier's quadratic term in \eqref{eq:expansion}. A large hopping opens a large gap and protects the shared state.

The curvature at $q=0$ is positive for $g^2/K<t$ and negative for $g^2/K>t$. This shows where the shared state loses its local stability, but it does not yet exclude a separate, deeper minimum at large $q$ before that point. The derivative of \eqref{eq:E} settles the matter:
\begin{equation}
E'(q)=q\left[K-\frac{g^2}{\sqrt{t^2+g^2q^2}}\right].
\label{eq:slope}
\end{equation}
The bracket starts at $K-g^2/t$ for $q=0$, increases steadily with $|q|$ and tends to $K$. If $g^2/K\le t$, it starts at zero or above and is positive for every $q\ne0$. The energy then rises on both sides of $q=0$, which is the only minimum. If $g^2/K>t$, the bracket starts negative and passes through zero once on each side. The energy first falls and then rises, so $q=0$ is a local maximum flanked by two minima of equal depth. This proves the criterion
\begin{equation}
\frac{g^2}{K}>t
\label{eq:criterion}
\end{equation}
for the global minimum as well as for local stability.

The minima lie where the bracket in \eqref{eq:slope} vanishes,
\begin{equation}
\sqrt{t^2+g^2q_0^2}=\frac{g^2}{K}.
\label{eq:root}
\end{equation}
Squaring and dividing by $g^2$ gives
\begin{equation}
q_0^2=\frac{g^2}{K^2}-\frac{t^2}{g^2}=\frac{t^2}{g^2}(\lambda^2-1),
\qquad \lambda=\frac{g^2}{Kt}.
\label{eq:q0}
\end{equation}
The second form uses $g^2/K^2=\lambda^2t^2/g^2$. The dimensionless coupling $\lambda$ equals 1 at the threshold. Just above it $\lambda^2-1\approx2(\lambda-1)$, so $|q_0|$ grows from zero as the square root of the distance from threshold. The onset is continuous.

The site imbalance $m=\langle n_1-n_2\rangle$ follows from the derivative of the lower level with respect to $gq$, because $gq$ multiplies $n_1-n_2$ in the Hamiltonian and the eigenstate is normalized:
\begin{equation}
m=\frac{d}{d(gq)}\left[-\sqrt{t^2+g^2q^2}\right]=-\frac{gq}{\sqrt{t^2+g^2q^2}} .
\end{equation}
The sign is as expected: a positive $q$ raises site 1, and the carrier moves towards site 2. At a minimum, \eqref{eq:root} replaces the root by $g^2/K$, so $m=-Kq/g$. With \eqref{eq:q0},
\begin{equation}
|m|=\frac{K|q_0|}{g}=\frac{Kt}{g^2}\sqrt{\lambda^2-1}=\sqrt{1-\frac1{\lambda^2}} .
\label{eq:m}
\end{equation}
The populations of the two sites are $(1\pm|m|)/2$. For any finite $\lambda$ the carrier keeps some weight on the less favoured site.

To find the energy gained, insert \eqref{eq:root} and \eqref{eq:q0} into \eqref{eq:E}:
\begin{align}
E(q_0)&=\frac{g^2}{2K}-\frac{Kt^2}{2g^2}-\frac{g^2}{K}
=-\frac{g^2}{2K}-\frac{Kt^2}{2g^2}\nonumber\\
&=-\frac t2\Big(\lambda+\frac1\lambda\Big).
\end{align}
Subtracting this from $E(0)=-t$ gives the trapping energy
\begin{equation}
E(0)-E(q_0)=\frac t2\Big(\lambda-2+\frac1\lambda\Big)=\frac{t(\lambda-1)^2}{2\lambda}.
\label{eq:barrier}
\end{equation}
It is also the adiabatic barrier between the wells, because a path from $-|q_0|$ to $|q_0|$ must pass the maximum at $q=0$. Near threshold it grows as the square of $\lambda-1$, much more slowly than the imbalance.

Two further properties describe the trapped state. The vertical gap, from the lower to the upper electronic level with the lattice held fixed, is twice the root in \eqref{eq:root}:
\begin{equation}
2\sqrt{t^2+g^2q_0^2}=\frac{2g^2}{K}.
\label{eq:gap}
\end{equation}
Above threshold it does not depend on $t$, whereas the shared state has the gap $2t$. The curvature of the well follows by differentiating \eqref{eq:slope}:
\begin{equation}
E''(q)=K-\frac{g^2}{\sqrt{t^2+g^2q^2}}+\frac{g^4q^2}{(t^2+g^2q^2)^{3/2}}
=K-\frac{g^2t^2}{(t^2+g^2q^2)^{3/2}} .
\end{equation}
At the minimum the denominator is $(g^2/K)^3$, so
\begin{equation}
E''(q_0)=K-\frac{K^3t^2}{g^4}=K\Big(1-\frac1{\lambda^2}\Big).
\label{eq:curv}
\end{equation}
The wells are soft near threshold and recover the bare stiffness at strong coupling.

The competition behind the threshold is seen most directly if the lattice is eliminated before the carrier. Take a state with amplitudes $c_1$ and $c_2$. For a given $m$ the populations are $(1\pm m)/2$, and the hopping energy is lowest when the amplitudes have equal phase. It is then $-2t|c_1c_2|=-t\sqrt{1-m^2}$. The lattice energy $gqm+\frac12Kq^2$ is least at $q=-gm/K$, where it equals $-g^2m^2/(2K)$. Thus
\begin{equation}
\mathcal E(m)=-t\sqrt{1-m^2}-\frac{g^2m^2}{2K}.
\label{eq:Em}
\end{equation}
The lowest value of $\mathcal E(m)$ is the lowest value of $E(q)$, since both come from minimizing the same energy over the carrier state and $q$, in a different order. For small $m$,
\begin{equation}
\mathcal E(m)=-t+\frac12\Big(t-\frac{g^2}{K}\Big)m^2+\frac t8m^4+\dots
\end{equation}
A slight imbalance costs hopping energy $tm^2/2$ and gains lattice energy $g^2m^2/(2K)$. Both are quadratic in $m$, so whichever has the larger coefficient wins from the start, and the threshold is again $g^2/K=t$.

A cruder estimate compares the shared state only with a carrier placed entirely on one site. The latter has no hopping energy, and \eqref{eq:Em} gives it the energy $-g^2/(2K)$ at $|m|=1$. Requiring this to lie below $-t$ leads to $g^2/K>2t$, which is too strict by a factor of two. The estimate overlooks the partly localized states. In addition, the slope of $-t\sqrt{1-m^2}$ diverges as $m\to1$, so a complete localization can always be improved by letting a little of the carrier return to the other site.

The number on the right of \eqref{eq:criterion} depends on how the coordinate is defined. Suppose that each site has its own coordinate, with lattice and coupling energy
\begin{equation}
\tfrac12K(x_1^2+x_2^2)+g(x_1n_1+x_2n_2).
\end{equation}
Define $q=(x_1-x_2)/\sqrt2$ and $Q=(x_1+x_2)/\sqrt2$, so that $x_1=(Q+q)/\sqrt2$ and $x_2=(Q-q)/\sqrt2$. The elastic energy becomes $\frac12K(Q^2+q^2)$. With $n_1+n_2=1$ the coupling becomes
\begin{equation}
g(x_1n_1+x_2n_2)=\frac{g}{\sqrt2}\,Q+\frac{g}{\sqrt2}\,q\,(n_1-n_2).
\end{equation}
The symmetric coordinate $Q$ feels the total charge, wherever it sits. It relaxes to $-g/(\sqrt2K)$ and lowers all states by the same $g^2/(4K)$. The antisymmetric coordinate has the form assumed in \eqref{eq:H}, but with $g/\sqrt2$ in place of $g$. The criterion $(g/\sqrt2)^2/K>t$ then reads $g^2/K>2t$. The threshold found numerically from the two-coordinate energy is $g^2/(Kt)=2.000$, in agreement.

A form free of this ambiguity uses the vertical gap $\Lambda$ of a fully localized carrier, that is, the difference between the two site energies when the lattice has relaxed around one of them. In the notation of \eqref{eq:H} the relaxed distortion is $|q|=g/K$, and $\Lambda=2g|q|=2g^2/K$. Self-trapping then begins at $\Lambda=2t$ in either convention.

For a numerical example take the round parameters $t=0.30$ eV and $K=10$ eV/Å$^2$, which stand for no particular material. The critical coupling is $g=\sqrt{Kt}=\sqrt{3.0}=1.732$ eV/Å. The zero of the numerically computed curvature at $q=0$ lies at the same value. At $g=1.5$ eV/Å, $g^2/K=0.225$ eV is below $t$, and the minimum stays at $q=0$.

At $g=2.2$ eV/Å we have $g^2/K=4.84/10=0.484$ eV and $\lambda=0.484/0.30=1.613$. This lies between the true threshold, $\lambda=1$, and the crude one, $\lambda=2$. From \eqref{eq:q0},
\begin{equation}
q_0^2=\frac{4.84}{100}-\frac{0.0900}{4.84}=0.0484-0.0186=0.0298\ \text{Å}^2,
\end{equation}
so $|q_0|=0.173$ Å. Equation \eqref{eq:m} gives $|m|=0.785$, and the populations are 0.892 and 0.108. The elastic cost is $5\times0.0298=0.149$ eV and the electronic energy is $-0.484$ eV, which add to $-0.335$ eV. The shared state has $-0.300$ eV and the fully localized one $-0.242$ eV. The carrier is thus trapped although complete localization would be unfavourable. The trapping energy is
\begin{equation}
\frac{0.30\times(0.613)^2}{2\times1.613}=0.035\ \text{eV},
\end{equation}
or 3.4 kJ/mol. The vertical gap is $2\times0.484=0.968$ eV, almost thirty times larger. The size of the vertical gap alone therefore does not show that a trap is deep. It has to be compared with $2t$, since their ratio is $\lambda$, and at fixed $t$ the depth \eqref{eq:barrier} does grow with the gap. Hopping alone already gives the shared state a gap of $2t=0.60$ eV, while the trapping energy is a small difference between hopping and lattice energies. The curvature of the well is 6.16 eV/Å$^2$, about 62% of the bare stiffness.

The values at other couplings, listed in the numerical output, show the different growth laws. At $g=1.8$ eV/Å, where $\lambda=1.08$, the imbalance has already reached 0.378, but the trapping energy is only 0.0009 eV. At $g=2.6$ eV/Å the imbalance is 0.896 and the trapping energy 0.105 eV.

The strong-coupling limit connects these results with the picture of a carrier that hops between localized states. For $\lambda\gg1$, \eqref{eq:m} gives $|m|\to1$ and \eqref{eq:q0} gives $|q_0|\to g/K$. Written out, the barrier \eqref{eq:barrier} is
\begin{equation}
E(0)-E(q_0)=\frac{g^2}{2K}-t+\frac{Kt^2}{2g^2}.
\end{equation}
Without hopping, the energies of a carrier fixed on site 1 or 2 are the parabolas $\frac12Kq^2\pm gq$. They cross at $q=0$, at a height $g^2/(2K)=\Lambda/4$ above their minima. Hopping lowers the crossing point by $t$, which is the second term, and lowers the minima by the small third term, which adds to the barrier.

The sharp threshold belongs to the classical treatment of $q$. Now give the coordinate a mass $M$, so that the bare oscillator has the quantum $\hbar\omega=\hbar\sqrt{K/M}$. The Hamiltonian is unchanged when the sites are exchanged and $q$ is reversed at the same time. A nondegenerate ground state is therefore even or odd under this operation, and since $q$ itself is odd, $\langle q\rangle=0$. The isolated pair does not choose a well. Well above threshold its two lowest states are superpositions of the two trapped configurations, separated by a tunnel splitting.

For $g=2.2$ eV/Å the computed splitting is $1.0\times10^{-3}$ eV at $\hbar\omega=0.04$ eV and $8.3\times10^{-6}$ eV at $\hbar\omega=0.02$ eV. Halving the quantum at fixed $K$, which means a fourfold mass, reduces the splitting by a factor of about 120. The semiclassical tunnelling factor $e^{-S}$ accounts for the trend. Its exponent is
\begin{equation}
S=\frac1\hbar\int_{-|q_0|}^{|q_0|}\!\sqrt{2M[E(q)-E(q_0)]}\,dq
=\frac{1}{\hbar\omega}\int_{-|q_0|}^{|q_0|}\!\sqrt{2K[E(q)-E(q_0)]}\,dq ,
\end{equation}
where $\sqrt M=\sqrt K/\omega$ was used. It doubles when $\hbar\omega$ is halved. This explains the rapid fall but not the precise factor. The prefactor of the exponential also depends on $\hbar\omega$, and the semiclassical form is itself rough at $\hbar\omega=0.04$ eV, where the quantum of the well, $0.04\sqrt{0.616}=0.031$ eV, is nearly as large as the barrier.

Close to threshold the static wells lose their meaning. At $g=1.8$ eV/Å and $\hbar\omega=0.02$ eV, \eqref{eq:curv} gives a well quantum $\hbar\omega|m|=0.0076$ eV. Half of this, the harmonic zero-point energy, is about four times the barrier of 0.0009 eV. The wells are then too shallow to hold separate localized states, although $g^2/K$ exceeds $t$. A clear self-trapped state needs a barrier well above the zero-point energy, and hence a coupling some way past the threshold.

In a disordered solid two neighbouring sites are in general not strictly equivalent. Let a term $\frac12\Delta(n_1-n_2)$ with $\Delta>0$ make site 2 lower by $\Delta$. To first order the two wells then differ in energy by $\Delta|m|$. With $\Delta=0.001$ eV and $g=2.2$ eV/Å this is about 0.0008 eV, roughly a hundred times the tunnel splitting at $\hbar\omega=0.02$ eV. The ground state should settle in one well, and it does: the computed mean distortion is 0.168 Å, within 3% of the classical $|q_0|$. A site-energy difference far smaller than the hopping energy can thus fix where the carrier sits, provided that $\Delta|m|$ is well above the tunnel splitting.

Well below threshold the same site-energy difference has little effect. The classical energy is now $\frac12Kq^2-\sqrt{t^2+(gq+\Delta/2)^2}$. For small $q$ and $\Delta$ its stationary point obeys $Kq=g(gq+\Delta/2)/t$, so
\begin{equation}
q=\frac{g\Delta}{2(Kt-g^2)} .
\end{equation}
For $g=1.5$ eV/Å this is $0.0015/(2\times0.75)=0.0010$ Å. The quantized calculation gives 0.0008 Å, about two hundred times less than in the trapped case. The classical formula leaves out the zero-point motion of $q$, so exact agreement is not expected. The formula diverges at $g^2=Kt$, where the linear response fails and the quartic term limits the distortion. With $\Delta\ne0$ the point $q=0$ is no longer stationary, so the classical onset is rounded as well.

The criterion holds for one carrier, two sites, linear coupling and harmonic elasticity. In an extended network the carrier gains energy by spreading over many sites, and the cost of localizing it is no longer the $t$ of a single pair. The comparison of that cost with the lattice relaxation remains, but its outcome depends on the network, and a finite threshold need not exist. In an infinite chain with one coordinate per site, confining the carrier to a large number $L$ of sites costs hopping energy of order $t/L^2$ but gains lattice energy of order $g^2/(KL)$. For large enough $L$ the gain wins at any coupling, so the carrier is always self-trapped in the adiabatic model, though weakly and over many sites when the coupling is small. This conclusion is special to one dimension. In a three-dimensional lattice a region of linear size $L$ holds about $L^3$ sites, so the gain is of order $g^2/(KL^3)$ and falls faster than the cost $t/L^2$; the argument then gives no trapping at weak coupling.

\section*{Table of computed values}
\begin{verbatim}
hopping t = 0.30 eV
stiffness K = 10.0 eV/A^2
critical coupling, numerical = 1.7321 eV/A
g^2/K at numerical threshold = 0.3000 eV
quartic coefficient at threshold = 41.67 eV/A^4
g^2/(K t) at threshold, one coordinate per site = 2.000
coupling scan (lambda = g^2/(K t)):
  g = 1.5 eV/A: g^2/K = 0.225 eV, lambda = 0.750, |q0| = 0.0000 A, |m| = 0.000, trapping energy = 0.0000 eV
  g = 1.8 eV/A: g^2/K = 0.324 eV, lambda = 1.080, |q0| = 0.0680 A, |m| = 0.378, trapping energy = 0.0009 eV
  g = 2.2 eV/A: g^2/K = 0.484 eV, lambda = 1.613, |q0| = 0.1726 A, |m| = 0.785, trapping energy = 0.0350 eV
  g = 2.6 eV/A: g^2/K = 0.676 eV, lambda = 2.253, |q0| = 0.2330 A, |m| = 0.896, trapping energy = 0.1046 eV
main case: g = 2.2 eV/A
energy of shared state = -0.3000 eV
energy of fully localized state = -0.2420 eV
energy at the minimum = -0.3350 eV
population of favoured site = 0.892
population of other site = 0.108
trapping energy = barrier = 0.0350 eV = 3.37 kJ/mol
vertical gap at the minimum = 0.968 eV
curvature at the minimum = 6.16 eV/A^2
vibrational quantum 0.04 eV: tunnel splitting = 1.03e-03 eV
vibrational quantum 0.02 eV: tunnel splitting = 8.34e-06 eV
site-energy difference = 0.001 eV, vibrational quantum 0.02 eV:
  mean distortion for g = 2.2 eV/A = 0.1678 A
  mean distortion for g = 1.5 eV/A = 0.0008 A
\end{verbatim}
